# Electron–positron annihilation into two photons: massive tree amplitude and collinear peaks

## Definitions and conventions

Consider $e^-(p_1)+e^+(p_2)\to\gamma(k_1)+\gamma(k_2)$ at lowest order in the coupling. Atomic units are used, with metric $(+,-,-,-)$ and four-momenta $(\text{energy}/c,\mathbf p)$. The electron mass then enters as the momentum $\mu=mc=c$. The dimensionless coupling is

$$g^2=\frac{4\pi}{c}=4\pi\alpha. \tag{1}$$

In natural units with $e^2=4\pi\alpha$, the factor $g^4$ is written $e^4$; it is not the fourth power of the atomic-unit charge, which is 1. Define

$$a=p_1\!\cdot k_1,\quad b=p_1\!\cdot k_2,\quad s=(p_1+p_2)^2,\quad t=(p_1-k_1)^2,\quad u=(p_1-k_2)^2, \tag{2}$$

so that $t-\mu^2=-2a$ and $u-\mu^2=-2b$. Spinors $U$ for the electron and $V$ for the positron are normalized to $\bar UU=2\mu$ and $\bar VV=-2\mu$. The squared amplitude, averaged over the four lepton spin states and summed over photon polarizations, is $X=\frac14\sum|M|^2$. The result to be derived is

$$X=2g^4\left[\frac ba+\frac ab+2\mu^2\Big(\frac1a+\frac1b\Big)-\mu^4\Big(\frac1a+\frac1b\Big)^2\right]. \tag{3}$$

## The two diagrams and gauge invariance

The electron line can emit either photon first. Let $\varepsilon_1,\varepsilon_2$ denote the complex conjugates of the outgoing polarization vectors. Up to an overall phase,

$$M=-g^2\,\bar V\left[\frac{\not\varepsilon_2(\not p_1-\not k_1+\mu)\not\varepsilon_1}{t-\mu^2}+\frac{\not\varepsilon_1(\not p_1-\not k_2+\mu)\not\varepsilon_2}{u-\mu^2}\right]U. \tag{4}$$

Replace $\varepsilon_1$ by $k_1$. With $q=p_1-k_1$ and $\not p_1U=\mu U$, we have $\not k_1U=-(\not q-\mu)U$. Since $(\not q+\mu)(\not q-\mu)=t-\mu^2$, the first term in the bracket gives $-\bar V\not\varepsilon_2U$. In the second, $q'=p_1-k_2=k_1-p_2$ and $\bar V\not p_2=-\mu\bar V$ give $\bar V\not k_1=\bar V(\not q'-\mu)$, hence $+\bar V\not\varepsilon_2U$. The sum vanishes for any $\varepsilon_2$, and the same holds with the photons exchanged.

For a photon $k=(\omega,\mathbf k)$ let $\tilde k=(\omega,-\mathbf k)$. The sum over two transverse polarizations is

$$\sum_\lambda\varepsilon^\rho\varepsilon^{\nu*}=-g^{\rho\nu}+\frac{k^\rho\tilde k^\nu+\tilde k^\rho k^\nu}{k\cdot\tilde k}. \tag{5}$$

The terms containing $k$ drop out, by the identity just shown. The lepton spin sums $\not p_1+\mu$ and $\not p_2-\mu$ are covariant, so $X$ is a Lorentz scalar and may be computed in the centre-of-mass frame.

## Reduction to two-component spinors

In that frame each particle has the same energy. Let $E$ be this energy divided by $c$, $p=\beta E$ the lepton momentum, and $\gamma=E/\mu$. Let $\mathbf n,\mathbf k$ now be unit vectors along $\mathbf p_1,\mathbf k_1$, and write

$$C=\mathbf n\cdot\mathbf k=\cos\theta,\quad S=\sin\theta,\quad x=1-\beta C,\quad y=1+\beta C,\quad D=xy=1-\beta^2C^2. \tag{6}$$

Then $a=E^2x$, $b=E^2y$ and $s=4E^2$. Choose $\varepsilon_i=(0,\mathbf e_i)$ with $\mathbf e_i\cdot\mathbf k=0$.

Because $\not p_1\not\varepsilon_1=2p_1\!\cdot\varepsilon_1-\not\varepsilon_1\not p_1$, the Dirac equation gives

$$(\not p_1-\not k_1+\mu)\not\varepsilon_1U=(2p_1\!\cdot\varepsilon_1-\not k_1\not\varepsilon_1)U. \tag{7}$$

With the denominators $-2a$ and $-2b$, equation (4) becomes

$$M=\frac{g^2}{2E^2}\bar V\Big[\frac{T_1}{x}+\frac{T_2}{y}\Big]U,\qquad T_1=2p_1\!\cdot\varepsilon_1\not\varepsilon_2-\not\varepsilon_2\not k_1\not\varepsilon_1, \tag{8}$$

where $T_2$ is $T_1$ with the photons exchanged.

In the Dirac representation $\gamma^0=\mathrm{diag}(1,-1)$. For any $2\times2$ matrix $R$ define

$$\Gamma(R)=\begin{pmatrix}0&R\\-R&0\end{pmatrix}. \tag{9}$$

Let $A=\boldsymbol\sigma\cdot\mathbf e_2$, $B=\boldsymbol\sigma\cdot\mathbf e_1$, $\kappa=\boldsymbol\sigma\cdot\mathbf k$. Then $\not\varepsilon_2=-\Gamma(A)$, $\not\varepsilon_1=-\Gamma(B)$, $\not k_1=E[\gamma^0-\Gamma(\kappa)]$ and $\not k_2=E[\gamma^0+\Gamma(\kappa)]$. Block multiplication gives $\Gamma(A)\gamma^0\Gamma(B)=\gamma^0AB$ and $\Gamma(A)\Gamma(\kappa)\Gamma(B)=-\Gamma(A\kappa B)$. Since $\mathbf e_2\perp\mathbf k$, also $A\kappa=-\kappa A$. With $p_1\cdot\varepsilon_i=-p\,\mathbf n\cdot\mathbf e_i$,

$$\begin{aligned}T_1&=2p(\mathbf n\cdot\mathbf e_1)\Gamma(A)-E\gamma^0AB+E\,\Gamma(\kappa AB),\\T_2&=2p(\mathbf n\cdot\mathbf e_2)\Gamma(B)-E\gamma^0BA-E\,\Gamma(\kappa BA).\end{aligned} \tag{10}$$

The last sign in $T_2$ differs because $\mathbf k_2$ points along $-\mathbf k$.

Set $Q=\mathbf e_1\cdot\mathbf e_2$ and $P=\mathbf k\cdot(\mathbf e_2\times\mathbf e_1)$. Both polarization vectors are transverse, so $\mathbf e_2\times\mathbf e_1=P\mathbf k$, and

$$AB=Q+iP\kappa,\quad BA=Q-iP\kappa,\quad\kappa AB=Q\kappa+iP,\quad\kappa BA=Q\kappa-iP. \tag{11}$$

We also need $1/x+1/y=2/D$, $1/x-1/y=2\beta C/D$ and

$$(\mathbf n\cdot\mathbf e_1)\mathbf e_2-(\mathbf n\cdot\mathbf e_2)\mathbf e_1=\mathbf n\times(\mathbf e_2\times\mathbf e_1)=P\,\mathbf n\times\mathbf k. \tag{12}$$

Combining (10)–(12), with $E\beta=p$,

$$\frac{T_1}{x}+\frac{T_2}{y}=\frac2D\Big\{p\,\Gamma\big(\boldsymbol\sigma\cdot[\mathbf w+\beta CP\,\mathbf n\times\mathbf k]\big)+iEP\,\Gamma(1)-E\gamma^0(Q+i\beta CP\kappa)\Big\}, \tag{13}$$

$$\mathbf w=(\mathbf n\cdot\mathbf e_1)\mathbf e_2+(\mathbf n\cdot\mathbf e_2)\mathbf e_1+CQ\,\mathbf k. \tag{14}$$

The free spinors, with two-component $\chi,\eta$ and $\sigma_n=\boldsymbol\sigma\cdot\mathbf n$, are

$$U=\begin{pmatrix}\sqrt{E+\mu}\,\chi\\\sqrt{E-\mu}\,\sigma_n\chi\end{pmatrix},\qquad V=\begin{pmatrix}-\sqrt{E-\mu}\,\sigma_n\eta\\\sqrt{E+\mu}\,\eta\end{pmatrix}. \tag{15}$$

The minus sign in $V$ comes from $\mathbf p_2=-p\mathbf n$. Using $\bar V=V^\dagger\gamma^0$ and $p^2=E^2-\mu^2$,

$$\bar V\Gamma(R)U=\eta^\dagger[(E+\mu)R-(E-\mu)\sigma_nR\sigma_n]\chi,\qquad\bar V\gamma^0RU=p\,\eta^\dagger[R,\sigma_n]\chi. \tag{16}$$

For $R=1$ the first expression is $2\mu\,\eta^\dagger\chi$. For $R=\boldsymbol\sigma\cdot\mathbf f$, the relation $\sigma_nR\sigma_n=2(\mathbf n\cdot\mathbf f)\sigma_n-R$ gives $2\eta^\dagger[E\,\boldsymbol\sigma\cdot\mathbf f-(E-\mu)(\mathbf n\cdot\mathbf f)\sigma_n]\chi$.

Apply these rules to (13). The scalar $Q$ commutes with $\sigma_n$ and drops out. Since $[\kappa,\sigma_n]=2i\boldsymbol\sigma\cdot(\mathbf k\times\mathbf n)$, the remaining $\gamma^0$ term gives $2Ep\beta CP\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf n)$ inside the braces. It cancels the $\mathbf n\times\mathbf k$ part of the first term. What remains is

$$M=\frac{2g^2}{D}\,\eta^\dagger\left\{\frac{iP}{\gamma}+\beta\Big[\boldsymbol\sigma\cdot\mathbf w-\Big(1-\frac1\gamma\Big)(\mathbf n\cdot\mathbf w)\sigma_n\Big]\right\}\chi. \tag{17}$$

## Spin and polarization sums

Take $\chi,\eta$ to be eigenvectors of $\sigma_n$. Charge conjugation makes $\eta$ proportional to $\sigma_2\xi^*$, where $\xi$ is the physical positron spin; the spin is therefore opposite to that labelled by $\eta$. The positron momentum is also reversed relative to $\mathbf n$. Equal labels of $\chi$ and $\eta$ thus mean equal helicities.

The diagonal elements of the braces in (17) are $[iP\pm\beta\,\mathbf n\cdot\mathbf w]/\gamma$; the off-diagonal ones come from $\beta\,\boldsymbol\sigma\cdot\mathbf w_\perp$, where $\mathbf w_\perp\perp\mathbf n$. For real linear polarizations the spin sums are

$$\sum_{\rm equal}|M|^2=\frac{8g^4}{D^2\gamma^2}\big[P^2+\beta^2(\mathbf n\cdot\mathbf w)^2\big],\qquad\sum_{\rm opposite}|M|^2=\frac{8g^4\beta^2}{D^2}|\mathbf w_\perp|^2. \tag{18}$$

Let each photon be polarized in the scattering plane ($\parallel$, with $|\mathbf n\cdot\mathbf e_\parallel|=S$) or normal to it ($\perp$).

- For $\parallel\parallel$: $P=0$, $\mathbf w=2(\mathbf n\cdot\mathbf e_\parallel)\mathbf e_\parallel+C\mathbf k$, $\mathbf n\cdot\mathbf w=2S^2+C^2=1+S^2$ and $|\mathbf w_\perp|^2=4S^2+C^2-(1+S^2)^2=S^2C^2$.
- For $\perp\perp$: $P=0$, $\mathbf w=C\mathbf k$, $\mathbf n\cdot\mathbf w=C^2$ and $|\mathbf w_\perp|^2=C^2-C^4=S^2C^2$.
- For each of the two mixed cases: $P^2=1$, $\mathbf n\cdot\mathbf w=0$ and $|\mathbf w_\perp|^2=S^2$.

Hence $\sum P^2=2$, $\sum(\mathbf n\cdot\mathbf w)^2=(1+S^2)^2+(1-S^2)^2=2+2S^4$ and $\sum|\mathbf w_\perp|^2=2S^2(1+C^2)$. After the factor $1/4$ for the spin average, write $X=4g^4F$ with $F=F_{\rm eq}+F_{\rm opp}$:

$$F_{\rm eq}=\frac{(1-\beta^2)(1+\beta^2+\beta^2S^4)}{D^2},\qquad F_{\rm opp}=\frac{\beta^2S^2(1+C^2)}{D^2}. \tag{19}$$

Put $\delta=1-\beta^2=1/\gamma^2$. The sum of the numerators is $1-\beta^4+2\beta^2S^2-\beta^4S^4$. Substituting $\beta^2S^2=D-\delta$ and $1-\beta^4=2\delta-\delta^2$ turns it into $-D^2+2(1+\delta)D-2\delta^2$. Therefore

$$F=-1+\frac{2(1+\delta)}D-\frac{2\delta^2}{D^2}. \tag{20}$$

To restore invariants, use $a=sx/4$, $b=sy/4$ and $\mu^2=s\delta/4$:

$$\frac ba+\frac ab=\frac{x^2+y^2}{D}=\frac4D-2,\qquad\mu^2\Big(\frac1a+\frac1b\Big)=\frac{2\delta}{D}. \tag{21}$$

Inserting (21) into $4g^4F$ gives (3).

At rest, $\beta\to0$, equation (17) keeps only $P\,\eta^\dagger\chi$. The spin singlet annihilates into photons with perpendicular linear polarizations, and $X=4g^4$.

## The massless limit and its range

In atomic units $\mu$ is fixed, so the massless limit means $s\gg\mu^2$, or $\gamma\gg1$. At fixed angle away from $0$ and $180^\circ$, the explicit mass terms in (3) vanish and $b/a=(u-\mu^2)/(t-\mu^2)\to u/t$:

$$X\to2g^4\left(\frac ut+\frac tu\right)=4g^4F_0,\qquad F_0=\frac{1+C^2}{S^2}. \tag{22}$$

To find the error, expand (20) with $D=S^2+\delta C^2$, hence $1/D\simeq1/S^2-\delta C^2/S^4$:

$$F\simeq F_0+\frac{2\delta(S^2-C^2)}{S^4}=F_0-\frac{2\cos2\theta}{\gamma^2\sin^4\theta}. \tag{23}$$

At small angles the correction relative to $F_0$ is about $-1/(\gamma^2\theta^2)$. The limit therefore requires $\theta\gg1/\gamma$, and likewise at the other pole.

## How the mass regulates the peaks

The massless peak comes from an internal electron approaching its mass shell. With the mass retained, for $\gamma\gg1$ and small $\theta$,

$$\mu^2-t=2E^2(1-\beta C)\simeq\mu^2(1+W),\qquad W=\gamma^2\theta^2. \tag{24}$$

The denominator no longer reaches zero. In the same region $D\simeq(1+W)/\gamma^2$, and (19) gives

$$F_{\rm eq}\simeq\frac{2\gamma^2}{(1+W)^2},\qquad F_{\rm opp}\simeq\frac{2\gamma^2W}{(1+W)^2},\qquad F\simeq\frac{2\gamma^2}{1+W}. \tag{25}$$

The opposite-helicity part vanishes at $\theta=0$. Such leptons carry spin projection $\pm1$ on the beam, whereas two photons emitted along it carry $0$ or $\pm2$. The forward intensity comes from equal helicities, whose contribution disappears in the massless limit at fixed angle. The mass both cuts off the peak and fills its centre.

The maximum is at the poles for every $\beta>0$. Indeed, (20) gives $dF/dD=-[2(1+\delta)D-4\delta^2]/D^3$. Since $D\ge\delta$, the bracket is at least $2\delta(1-\delta)>0$. As $\theta$ rises from $0$ to $90^\circ$, $D$ rises from $\delta$ to 1 and $F$ falls. The peak value is

$$F(0)=\frac2\delta-1=2\gamma^2-1. \tag{26}$$

## Angular integral and cross section

Let $L=\ln[(1+\beta)/(1-\beta)]$. From $1/D=\frac12(1/x+1/y)$ and its square,

$$\int_{-1}^1\frac{dC}{D}=\frac L\beta,\qquad\int_{-1}^1\frac{dC}{D^2}=\frac1\delta+\frac L{2\beta}. \tag{27}$$

Integrating (20) then gives

$$I=\int_{-1}^1F\,dC=\frac{3-\beta^4}{\beta}L-4+2\beta^2\;\longrightarrow\;4\ln(2\gamma)-2\quad(\gamma\gg1), \tag{28}$$

because $L=2\ln[\gamma(1+\beta)]$. The equal-helicity part of $I$ tends to 2, not to zero. Its first piece is $\delta(1+\beta^2)(1/\delta+L/2\beta)\to2$; the piece with $S^4$ is at most $2\delta/\beta^2$, since $D\ge\beta^2S^2$. The height of this contribution grows as $\gamma^2$ while its solid angle shrinks as $1/\gamma^2$.

If the massless $F_0=2/S^2-1$ is instead cut at an angle $\theta_c$ from each pole, its integral is $4\ln\cot(\theta_c/2)-2\cos\theta_c\simeq4\ln(2/\theta_c)-2$. Equality with (28) requires $\gamma\theta_c\to1$ at high energy.

For the cross section, the flux factor is $(2E)^2(2\beta)=2\beta s$, and two-photon phase space is $d\Omega/(32\pi^2)$. Thus

$$\frac{d\sigma}{d\Omega}=\frac{X}{64\pi^2s\beta},\qquad\sigma=\frac12\int\frac{d\sigma}{d\Omega}\,d\Omega=\frac{g^4I}{16\pi s\beta}. \tag{29}$$

The factor $1/2$ prevents double counting of identical photons.

## Leptons of $10^7$ eV

Let each lepton have total energy $10^7$ eV in the centre-of-mass frame. With rest energy $510\,999$ eV, $\gamma=19.5695$ and $1/\gamma$ corresponds to $2.928^\circ$.

At $10^\circ$, $ac^2=1.64789\times10^{12}$ eV² and $bc^2=1.98352\times10^{14}$ eV². The bracket in (3) is $120.376+0.320-0.026=120.670$. With $g^2=0.0917012$,

$$X=2(0.0917012)^2(120.670)=2.029. \tag{30}$$

| $\theta$ (degrees) | $F$ | $F_0$ | $F_{\rm eq}$ |
|---:|---:|---:|---:|
| 0 | 764.93 | infinite | 764.93 |
| 1 | 685.30 | 6565.28 | 613.80 |
| 2.928 | 383.13 | 765.60 | 191.90 |
| 10 | 60.335 | 65.327 | 4.884 |
| 45 | 2.9999 | 3.0000 | 0.0233 |
| 90 | 1.0052 | 1.0000 | 0.0078 |

At $\theta=1/\gamma$ the mass halves the massless value, and the two helicity classes contribute nearly equally, as (25) predicts for $W=1$. At $10^\circ$, $F$ is still 7.6% below $F_0$, relative to $F_0$. The deficit comes from $b/a+a/b$, which falls from its massless value $2F_0=130.654$ to $120.376$, chiefly because the mass raises $ac^2$ from $(10^7\ \text{eV})^2(1-\cos10^\circ)=1.519\times10^{12}$ eV² to $1.648\times10^{12}$ eV². The explicit mass terms of (3) act in the opposite direction and add $0.320-0.026=0.294$ to the bracket. At $45^\circ$ the leading correction (23) vanishes.

The integral is $I=12.718$, against $12.668$ from its high-energy form. The equivalent massless cut is $2.893^\circ$, or $\gamma\theta_c=0.988$. At $10^8$ eV per lepton, $I=21.880$ and $\gamma\theta_c=0.9998$.

At $10^7$ eV, $s=2.87667\times10^7$ atomic units of momentum squared and $\beta=0.998694$. Equation (29) gives

$$\sigma=\frac{(0.0917012)^2(12.7181)}{16\pi(2.87667\times10^7)(0.998694)}=7.406\times10^{-11}\,a_0^2=2.074\times10^{-11}\ \text{Å}^2, \tag{31}$$

where $a_0=0.529177$ Å is the Bohr radius.

These are tree-level values. They omit radiative corrections and the emission of further photons. They also omit the Coulomb attraction of the incoming pair, so (29) should not be used unchanged near threshold. For $\beta\ll1$ the attraction multiplies the cross section by about $\zeta/(1-e^{-\zeta})$ with $\zeta=\pi\alpha/\beta$. This factor is 3.3 at $\beta=\alpha$ and still 1.17 at $\beta=10\alpha$; it approaches 1 only as $1+\pi\alpha/(2\beta)$. The numerical check compares (3) with explicit Dirac traces and (19) with sums over helicity spinors.

## Calculated quantities

```
electron rest energy = 510998.951 eV
energy of each lepton and photon = 1.0000e+07 eV
total centre-of-mass energy = 2.0000e+07 eV
gamma = 19.56951 (dimensionless)
1 - beta = 1.30645e-03 (dimensionless)
1/gamma = 2.9278 degrees
g^2 = 4 pi alpha = 0.0917012 (dimensionless)
10 deg: a c^2 = 1.64789e+12 eV^2
10 deg: b c^2 = 1.98352e+14 eV^2
10 deg: b/a + a/b = 120.37599
10 deg: term in mass^2 = 0.31955
10 deg: term in mass^4 = -0.02553
10 deg: bracket = 120.67001
10 deg: X = 2.02946 (dimensionless)
angle/deg, F, massless F0, equal-helicity F (dimensionless)
0.0000, 764.9316, infinite, 764.9316
1.0000, 685.2953, 6565.2794, 613.8021
2.9278, 383.1331, 765.5986, 191.9006
10.0000, 60.3350, 65.3269, 4.8840
45.0000, 2.9999, 3.0000, 0.0233
90.0000, 1.0052, 1.0000, 0.0078
E = 1.0e+07 eV: gamma = 19.5695
  integral I = 12.718125
  4 ln(2 gamma) - 2 = 12.668480
  equal-helicity part of I = 2.021679
  opposite-helicity part of I = 10.696446
  cut angle = 2.89292 degrees
  gamma * cut angle = 0.988085 (radian measure)
E = 1.0e+08 eV: gamma = 195.6951
  integral I = 21.879677
  4 ln(2 gamma) - 2 = 21.878820
  equal-helicity part of I = 2.000338
  opposite-helicity part of I = 19.879340
  cut angle = 0.29272 degrees
  gamma * cut angle = 0.999790 (radian measure)
Bohr radius = 0.52917721 angstrom
s = 2.87667e+07 atomic units of momentum squared
forward dsigma/dOmega = 3.97040e-10 angstrom^2/sr
90 deg dsigma/dOmega = 5.21756e-13 angstrom^2/sr
total cross section = 7.40597e-11 bohr^2
total cross section = 2.07388e-11 angstrom^2
```
